# Choosing the maximum degree for recursive rotation of real harmonics: a program that tests the result

```python
# Result under test: the Ivanic-Ruedenberg recursion builds the matrices D^l of
# real spherical harmonics from a 3x3 orthogonal matrix R, where
#     Y_lm'(R^-1 n) = sum_m Y_lm(n) D^l[m, m'].
# Y_lm: orthonormal, no Condon-Shortley phase, cos(m phi) for m > 0 and
# sin(|m| phi) for m < 0; rows and columns run over m = -l..l.
# For l = 1 this order is (y, z, x). Component labels i = -1, 0, 1 mean y, z, x.
# All quantities are dimensionless except angles, which are given in degrees.
import math
import numpy as np
from scipy.special import lpmv
from scipy.spatial.transform import Rotation

LMAX = 20
ORDER = [1, 2, 0]


def coupling_terms(l, m):
    """List (i, a, g) with g = sqrt(4 l^2 - 1) <l m| n_i |l-1 a>."""
    k = abs(m)
    u = math.sqrt((l + m) * (l - m))
    v = 0.5 * math.sqrt((1 + (m == 0)) * (l + k - 1) * (l + k))
    w = -0.5 * math.sqrt((l - k - 1) * (l - k))
    terms = [(0, m, u)]
    if m == 0:
        terms += [(1, 1, -v), (-1, -1, -v)]
    elif m > 0:
        terms += [(1, m - 1, v * math.sqrt(1 + (m == 1)))]
        if m > 1:
            terms += [(-1, 1 - m, -v)]
        terms += [(1, m + 1, w), (-1, -m - 1, w)]
    else:
        terms += [(-1, -m - 1, v * math.sqrt(1 + (m == -1)))]
        if m < -1:
            terms += [(1, m + 1, v)]
        terms += [(1, m - 1, w), (-1, 1 - m, -w)]
    return [t for t in terms if abs(t[1]) <= l - 1]


def next_matrix(r1, prev, l):
    """D^l from D^1 = r1 and D^(l-1) = prev, for l >= 2."""
    products = {}
    for i in (-1, 0, 1):
        ry, rz, rx = r1[i + 1]
        p = np.empty((2 * l - 1, 2 * l + 1))
        p[:, 1:-1] = rz * prev
        p[:, -1] = rx * prev[:, -1] - ry * prev[:, 0]
        p[:, 0] = rx * prev[:, 0] + ry * prev[:, -1]
        products[i] = p
    col = np.arange(-l, l + 1)
    denom = np.where(abs(col) < l, l * l - col**2, 2 * l * (2 * l - 1))
    new = np.zeros((2 * l + 1, 2 * l + 1))
    for m in range(-l, l + 1):
        for i, a, g in coupling_terms(l, m):
            new[m + l] += g * products[i][a + l - 1]
    return new / np.sqrt(denom)


def first_matrix(rot):
    return rot[np.ix_(ORDER, ORDER)]


def build(rot, lmax=LMAX):
    r1 = first_matrix(rot)
    mats = [np.ones((1, 1)), r1]
    for l in range(2, lmax + 1):
        mats.append(next_matrix(r1, mats[-1], l))
    return mats


def harmonics(n):
    """Real harmonics at unit vectors n, from associated Legendre functions."""
    z = np.clip(n[:, 2], -1, 1)
    phi = np.arctan2(n[:, 1], n[:, 0])
    out = []
    for l in range(LMAX + 1):
        y = np.empty((len(n), 2 * l + 1))
        for m in range(l + 1):
            ratio = math.factorial(l - m) / math.factorial(l + m)
            norm = math.sqrt((2 * l + 1) / (4 * math.pi) * ratio)
            theta_part = (-1)**m * norm * lpmv(m, l, z)
            if m == 0:
                y[:, l] = theta_part
            else:
                y[:, l + m] = math.sqrt(2) * theta_part * np.cos(m * phi)
                y[:, l - m] = math.sqrt(2) * theta_part * np.sin(m * phi)
        out.append(y)
    return out


def defect(d):
    return np.abs(d @ d.T - np.eye(len(d))).max()


def distance(first, second):
    return max(np.abs(a - b).max() for a, b in zip(first, second))


# Product quadrature on the sphere, exact for polynomials up to degree 47
zg, wg = np.polynomial.legendre.leggauss(24)
pg = 2 * np.pi * np.arange(48) / 48
zz, pp = [q.ravel() for q in np.meshgrid(zg, pg, indexing="ij")]
ss = np.sqrt(1 - zz**2)
points = np.column_stack([ss * np.cos(pp), ss * np.sin(pp), zz])
weights = np.repeat(wg, 48) * 2 * np.pi / 48
Y = harmonics(points)


def by_quadrature(rot):
    rotated = harmonics(points @ rot)
    return [(y * weights[:, None]).T @ yr for y, yr in zip(Y, rotated)]


# Couplings and edge identities against the harmonics themselves
coupling_error = edge_error = 0.0
for l in range(2, LMAX + 1):
    table = np.zeros((3, 2 * l + 1, 2 * l - 1))
    for m in range(-l, l + 1):
        for i, a, g in coupling_terms(l, m):
            table[i + 1, m + l, a + l - 1] += g
    for i in range(3):
        wn = weights * points[:, ORDER[i]]
        numeric = (Y[l] * wn[:, None]).T @ Y[l - 1] * math.sqrt(4 * l * l - 1)
        coupling_error = max(coupling_error, np.abs(numeric - table[i]).max())
    x, y = points[:, 0], points[:, 1]
    top, bottom = Y[l - 1][:, -1], Y[l - 1][:, 0]
    scale = math.sqrt(2 * l / (2 * l + 1))
    edge_error = max(edge_error,
                     np.abs(x * top - y * bottom - scale * Y[l][:, -1]).max(),
                     np.abs(x * bottom + y * top - scale * Y[l][:, 0]).max())
assert coupling_error < 1e-10 and edge_error < 1e-10

# Two example rotations, compared with the definition
angle_a, angle_b = 50.0, 110.0
axis_a, axis_b = np.array([1., 2., 3.]), np.array([2., -1., 1.])
A = Rotation.from_rotvec(np.radians(angle_a) * axis_a
                         / np.linalg.norm(axis_a)).as_matrix()
B = Rotation.from_rotvec(np.radians(angle_b) * axis_b
                         / np.linalg.norm(axis_b)).as_matrix()
DA, DB, DAB = build(A), build(B), build(A @ B)
QA = by_quadrature(A)
definition_error = max(distance(DA, QA), distance(DB, by_quadrature(B)))
assert definition_error < 1e-10
mirror = A @ np.diag([1., 1., -1.])
mirror_error = distance(build(mirror), by_quadrature(mirror))
assert mirror_error < 1e-10
parity_error = distance(build(-A), [(-1)**l * d for l, d in enumerate(DA)])
assert parity_error < 1e-11

# Orthogonality, group law, order of factors, characters
group_error = distance(DAB, [a @ b for a, b in zip(DA, DB)])
wrong_order = np.abs(DAB[LMAX] - DB[LMAX] @ DA[LMAX]).max()
assert max(map(defect, DA + DB + DAB)) < 1e-11
assert group_error < 1e-11 and wrong_order > 0.1
alpha = math.radians(angle_a)
character_error = max(abs(np.trace(d) - math.sin((l + 0.5) * alpha)
                          / math.sin(alpha / 2)) for l, d in enumerate(DA))
assert character_error < 1e-10
rng = np.random.default_rng(7)
pairs = 20
random_orth = random_group = 0.0
for _ in range(pairs):
    P, Q = [Rotation.from_quat(rng.normal(size=4)).as_matrix()
            for _ in range(2)]
    dp, dq, dpq = build(P), build(Q), build(P @ Q)
    random_orth = max(random_orth, max(map(defect, dp + dq + dpq)))
    random_group = max(random_group,
                       distance(dpq, [a @ b for a, b in zip(dp, dq)]))
assert random_orth < 1e-11 and random_group < 1e-11

# Control: other phases keep orthogonality and group law, not the definition
def with_phase(mats):
    out = []
    for l, d in enumerate(mats):
        m = np.arange(-l, l + 1)
        s = np.where(m % 2 == 0, 1.0, -1.0)
        out.append(s[:, None] * d * s)
    return out


CA, CB, CAB = with_phase(DA), with_phase(DB), with_phase(DAB)
control_orth = max(map(defect, CA))
control_group = distance(CAB, [a @ b for a, b in zip(CA, CB)])
control_definition = distance(CA, QA)
assert control_orth < 1e-11 and control_group < 1e-11
assert control_definition > 0.1

# One element assembled by hand: l = 3, m = 1, m' = 2
r1, d2 = DA[1], DA[2]
Rzz, Rxz, Ryz = r1[1, 1], r1[2, 1], r1[0, 1]
u, v, w = math.sqrt(8 / 5), 0.5 * math.sqrt(12 / 5), -0.5 * math.sqrt(2 / 5)
U = Rzz * d2[3, 4]
V = math.sqrt(2) * Rxz * d2[2, 4]
W = Rxz * d2[4, 4] + Ryz * d2[0, 4]
element = u * U + v * V + w * W
assert abs(element - QA[3][4, 5]) < 1e-11
assert abs(d2[2, 4] - math.sqrt(3) / 2 * (A[2, 0]**2 - A[2, 1]**2)) < 1e-13

# Worst-case gain of an error, from the singular values of the recursion
def gain(L, mp):
    lg = math.lgamma
    return math.exp(0.5 * (lg(2 * mp + 1) - 2 * lg(mp + 1) + 2 * lg(L + 1)
                           - lg(L - mp + 1) - lg(L + mp + 1)))


def largest_gain(L):
    return max((gain(L, mp), mp) for mp in range(L + 1))


def column_gain(start, L):
    size = 2 * start + 1
    images = []
    for j in range(size):
        mat = np.zeros((size, size))
        mat[j, -1] = 1.0
        for l in range(start + 1, L + 1):
            mat = next_matrix(r1, mat, l)
        images.append(mat[:, start + L])
    return np.linalg.norm(np.array(images), 2)


gain20, column20 = largest_gain(LMAX)
measured_gain = column_gain(column20, LMAX)
assert abs(measured_gain / gain20 - 1) < 1e-9
assert abs(column_gain(5, 12) / gain(12, 5) - 1) < 1e-9
edge_images = []
for c in (0, -1):
    for j in range(2 * LMAX - 1):
        mat = np.zeros((2 * LMAX - 1, 2 * LMAX - 1))
        mat[j, c] = 1.0
        new = next_matrix(r1, mat, LMAX)
        edge_images.append(np.concatenate([new[:, 0], new[:, -1]]))
edge_gain = np.linalg.norm(np.array(edge_images), 2)
assert abs(edge_gain - 1) < 1e-10
gain80, column80 = largest_gain(80)
asymptotic80 = 1.25**80 / math.sqrt(0.8 * math.sqrt(0.6 * math.pi * 80))
assert abs(gain80 / asymptotic80 - 1) < 0.02
high = build(A, 80)

# Imperfect input matrices
eps = 1e-6
scaled = build((1 + eps) * A)
scale_error = distance(scaled, [(1 + eps)**l * d for l, d in enumerate(DA)])
assert scale_error < 1e-11
assert abs(defect(scaled[LMAX]) / (2 * LMAX * eps) - 1) < 1e-3
rounded = build(np.round(A, 6))

print("All values dimensionless unless a unit is shown")
print(f"A: angle {angle_a:.0f} degrees, axis {axis_a}")
print(f"B: angle {angle_b:.0f} degrees, axis {axis_b}")
for name, row in zip("xyz", A):
    print(f"A, row {name}, columns x y z:", " ".join(f"{q:.6f}" for q in row))
print(f"D2[1,2] = {d2[3, 4]:.6f}, D2[0,2] = {d2[2, 4]:.6f}")
print(f"D2[2,2] = {d2[4, 4]:.6f}, D2[-2,2] = {d2[0, 4]:.6f}")
print(f"l=3 m=1 m'=2: u = {u:.6f}, v = {v:.6f}, w = {w:.6f}")
print(f"l=3 m=1 m'=2: U = {U:.6f}, V = {V:.6f}, W = {W:.6f}")
print(f"terms uU, vV, wW = {u*U:.6f}, {v*V:.6f}, {w*W:.6f}")
print(f"D3[1,2]: recursion {element:.6f}, quadrature {QA[3][4, 5]:.6f}")
print(f"coupling table, largest error, l=2..20: {coupling_error:.1e}")
print(f"edge identities, largest error, l=2..20: {edge_error:.1e}")
print(f"recursion minus definition, A and B, l<=20: {definition_error:.1e}")
print(f"same for an improper matrix, l<=20: {mirror_error:.1e}")
print(f"parity relation, largest error, l<=20: {parity_error:.1e}")
print(f"character, largest error, l<=20: {character_error:.1e}")
for l in (1, 5, 10, 15, 20):
    ge = np.abs(DAB[l] - DA[l] @ DB[l]).max()
    print(f"l={l}: orthogonality defect of A {defect(DA[l]):.1e}, "
          f"group defect {ge:.1e}")
print(f"l=20, factors in wrong order: difference {wrong_order:.3f}")
print(f"{pairs} random pairs, l<=20: orthogonality {random_orth:.1e}, "
      f"group {random_group:.1e}")
print(f"phase control: orthogonality {control_orth:.1e}, "
      f"group {control_group:.1e}")
print(f"phase control minus definition: {control_definition:.3f}")
print(f"largest gain at L=20: {gain20:.3f} in column m'={column20}")
print(f"same gain from singular values: {measured_gain:.3f}")
print(f"gain of the edge pair at l=20: {edge_gain:.6f}")
print(f"largest gain at L=40: {largest_gain(40)[0]:.3e}")
print(f"largest gain at L=80: {gain80:.3e} in column m'={column80}")
print(f"asymptotic gain at L=80: {asymptotic80:.3e}")
for l in (40, 80):
    print(f"measured orthogonality defect of A at l={l}: {defect(high[l]):.1e}")
print(f"input scaled by 1+{eps:.0e}: defect l=1 {defect(scaled[1]):.2e}, "
      f"l=20 {defect(scaled[20]):.2e}")
print(f"input rounded to 6 decimals: defect l=1 {defect(rounded[1]):.2e}, "
      f"l=20 {defect(rounded[20]):.2e}")
print("success")
```

Output:

```
All values dimensionless unless a unit is shown
A: angle 50 degrees, axis [1. 2. 3.]
B: angle 110 degrees, axis [ 2. -1.  1.]
A, row x, columns x y z: 0.668303 -0.563172 0.486013
A, row y, columns x y z: 0.665232 0.744848 -0.051643
A, row z, columns x y z: -0.332922 0.357825 0.872424
D2[1,2] = -0.020976, D2[0,2] = -0.014897
D2[2,2] = 0.120866, D2[-2,2] = 0.864054
l=3 m=1 m'=2: u = 1.264911, v = 0.774597, w = -0.316228
l=3 m=1 m'=2: U = -0.018300, V = -0.010239, W = 0.014120
terms uU, vV, wW = -0.023148, -0.007931, -0.004465
D3[1,2]: recursion -0.035544, quadrature -0.035544
coupling table, largest error, l=2..20: 7.5e-13
edge identities, largest error, l=2..20: 4.9e-15
recursion minus definition, A and B, l<=20: 1.0e-14
same for an improper matrix, l<=20: 1.0e-14
parity relation, largest error, l<=20: 0.0e+00
character, largest error, l<=20: 1.2e-14
l=1: orthogonality defect of A 2.2e-16, group defect 1.1e-16
l=5: orthogonality defect of A 8.9e-16, group defect 6.7e-16
l=10: orthogonality defect of A 1.8e-15, group defect 7.2e-16
l=15: orthogonality defect of A 2.7e-15, group defect 1.3e-15
l=20: orthogonality defect of A 3.8e-15, group defect 2.9e-15
l=20, factors in wrong order: difference 0.788
20 random pairs, l<=20: orthogonality 1.7e-14, group 4.1e-15
phase control: orthogonality 3.8e-15, group 2.9e-15
phase control minus definition: 1.670
largest gain at L=20: 38.841 in column m'=12
same gain from singular values: 38.841
gain of the edge pair at l=20: 1.000000
largest gain at L=40: 2.844e+03
largest gain at L=80: 1.802e+07 in column m'=48
asymptotic gain at L=80: 1.806e+07
measured orthogonality defect of A at l=40: 4.9e-14
measured orthogonality defect of A at l=80: 5.3e-11
input scaled by 1+1e-06: defect l=1 2.00e-06, l=20 4.00e-05
input rounded to 6 decimals: defect l=1 8.44e-07, l=20 1.28e-05
success
```
